# Primitive and centroid virial estimators of the kinetic energy and their variances: verification in Python

```python
# Result under test: for a ring polymer of P beads the primitive and centroid
# virial kinetic energy estimators have equal means, and
#   Var(T_prim) - Var(T_cv) = [2 f (P-1) - 2<W> - <DW>] / (4 beta^2),
# where <W>, <DW> and Var(T_cv) stay bounded as P grows at fixed beta.
# Symbols: f coordinates, beta inverse temperature, S spring part of the action,
# u_k = x_k - centroid, W = (beta/P) sum u_k V'(x_k), D = sum u_k d/dx_k,
# T_prim = f P/(2 beta) - S/beta, T_cv = f/(2 beta) + W/(2 beta).
# Rydberg atomic units: hbar = 1, electron mass 1/2, energy Ry, length bohr.
import itertools
import math
import numpy as np
from scipy import constants

mass, beta = 900.0, 500.0
k2, k3, k4 = 0.18, -0.3, 0.5


def V(x):
    return k2 * x**2 + k3 * x**3 + k4 * x**4


def dV(x):
    return 2 * k2 * x + 3 * k3 * x**2 + 4 * k4 * x**3


def d2V(x):
    return 2 * k2 + 6 * k3 * x + 12 * k4 * x**2


h = 0.025
grid = -1.3 + h * np.arange(113)
n_grid = len(grid)
diff2 = (grid[:, None] - grid[None, :])**2


def below(e):
    return itertools.product(*[range(n + 1) for n in e])


def ring_moments(P, m, sources, tops):
    """Z_P and ring averages of products of summed sources.

    Each link matrix carries a truncated power series in source variables;
    repeated squaring multiplies P links (P a power of two)."""
    kernel = h * math.sqrt(m * P / (2 * math.pi * beta)) * np.exp(
        -m * P / (2 * beta) * diff2 - beta / P * V(grid)[:, None])
    exponents = sorted({e for top in tops for e in below(top)})
    series = {}
    for e in exponents:
        term = kernel.copy()
        for src, n in zip(sources, e):
            term = term * src**n / math.factorial(n)
        series[e] = term
    for _ in range(int(round(math.log2(P)))):
        new = {}
        for e in exponents:
            total = np.zeros((n_grid, n_grid))
            for a in below(e):
                rest = tuple(i - j for i, j in zip(e, a))
                total += series[a] @ series[rest]
            new[e] = total
        series = new
    Z = np.trace(series[(0,) * len(sources)])
    avg = {e: np.trace(series[e]) / Z
           * math.prod(math.factorial(n) for n in e) for e in exponents}
    return Z, avg


def site(values):
    return np.repeat(values[:, None], n_grid, axis=1)


def ring_statistics(P):
    c = beta / P
    spring = mass * P / (2 * beta) * diff2
    src = [site(grid), site(dV(grid)), site(grid * dV(grid)), spring]
    tops = [(2, 2, 0, 0), (1, 1, 1, 0), (0, 0, 2, 0),
            (1, 1, 0, 1), (0, 0, 1, 1), (0, 0, 0, 2)]
    Z, a = ring_moments(P, mass, src, tops)
    S = a[0, 0, 0, 1]
    W = c * (a[0, 0, 1, 0] - a[1, 1, 0, 0] / P)
    W2 = c**2 * (a[0, 0, 2, 0] - 2 * a[1, 1, 1, 0] / P
                 + a[2, 2, 0, 0] / P**2)
    SW = c * (a[0, 0, 1, 1] - a[1, 1, 0, 1] / P)
    src = [site(grid), site(grid**2 * d2V(grid)),
           site(grid * d2V(grid)), site(d2V(grid))]
    _, b = ring_moments(P, mass, src,
                        [(0, 1, 0, 0), (1, 0, 1, 0), (2, 0, 0, 1)])
    DW = W + c * (b[0, 1, 0, 0] - 2 * b[1, 0, 1, 0] / P
                  + b[2, 0, 0, 1] / P**2)
    return dict(Z=Z, S=S, W=W, W2=W2, DW=DW, varS=a[0, 0, 0, 2] - S**2,
                varW=W2 - W**2, cov=SW - S * W)


def close(a, b, rel):
    return abs(a - b) <= rel * max(abs(a), abs(b))


# Action of D on S and W, by numerical scaling about the centroid.
rng = np.random.default_rng(3)
beads = 0.3 * rng.normal(size=6)
xc = beads.mean()
u = beads - xc


def spring_action(x):
    return mass * len(x) / (2 * beta) * np.sum((x - np.roll(x, -1))**2)


def virial(x):
    return beta * np.mean((x - x.mean()) * dV(x))


def scaling_derivative(func, eps=1e-4):
    return (func(xc + (1 + eps) * u) - func(xc + (1 - eps) * u)) / (2 * eps)


assert close(scaling_derivative(spring_action), 2 * spring_action(beads), 1e-7)
assert close(scaling_derivative(virial),
             beta * np.mean(u * dV(beads) + u**2 * d2V(beads)), 1e-6)

# Ring averages and the integration-by-parts identities.
P_list = [4, 8, 16, 32, 64, 128, 256]
stats = {}
for P in P_list:
    r = ring_statistics(P)
    r["Tprim"] = P / (2 * beta) - r["S"] / beta
    r["Tcv"] = 1 / (2 * beta) + r["W"] / (2 * beta)
    r["Vprim"] = r["varS"] / beta**2
    r["Vcv"] = r["varW"] / (4 * beta**2)
    assert close(r["Tprim"], r["Tcv"], 1e-7)
    assert close(2 * r["S"], 2 * r["varS"] + r["cov"], 1e-7)
    assert close(r["DW"], 2 * r["cov"] + r["varW"], 1e-7)
    excess = (2 * (P - 1) - 2 * r["W"] - r["DW"]) / (4 * beta**2)
    assert abs(r["Vprim"] - r["Vcv"] - excess) < 1e-7 * r["Vprim"]
    stats[P] = r

# Primitive mean as a logarithmic mass derivative of Z_P.
eps = 1e-4
Zp = ring_moments(32, mass * (1 + eps), [site(grid)], [(0,)])[0]
Zm = ring_moments(32, mass * (1 - eps), [site(grid)], [(0,)])[0]
T_mass = (math.log(Zp) - math.log(Zm)) / (2 * eps * beta)
assert close(T_mass, stats[32]["Tprim"], 1e-6)

# Quantum thermal kinetic energy by diagonalization on a sinc grid.
idx = np.arange(n_grid)
sep = idx[:, None] - idx[None, :]
safe = np.where(sep == 0, 1, sep)
kin = np.where(sep == 0, math.pi**2 / 3,
               2.0 * (1 - 2 * (np.abs(sep) % 2)) / safe**2) / (2 * mass * h**2)
levels, states = np.linalg.eigh(kin + np.diag(V(grid)))
prob = np.exp(-beta * (levels - levels[0]))
prob /= prob.sum()
T_quantum = float(np.sum(prob * np.sum(states * (kin @ states), axis=0)))
err128 = stats[128]["Tcv"] - T_quantum
err256 = stats[256]["Tcv"] - T_quantum
assert abs(err128 / err256 - 4) < 0.05
assert close((4 * stats[256]["Tcv"] - stats[128]["Tcv"]) / 3, T_quantum, 1e-5)

# Linear growth of one variance, saturation of the other.
slope = (stats[256]["Vprim"] - stats[128]["Vprim"]) / 128
assert close(slope, 1 / (2 * beta**2), 2e-3)
assert close(stats[256]["Vcv"], stats[128]["Vcv"], 1e-2)

# Uniform bounds from the free ring: normalization and second moment of W.
nodes, weights = np.polynomial.hermite_e.hermegauss(8)
weights = weights / weights.sum()
bounds = {}
for P in (16, 64, 256):
    eye = np.eye(P)
    ring = 2 * eye - np.roll(eye, 1, axis=0) - np.roll(eye, -1, axis=0)
    free_cov = np.linalg.pinv(mass * P / beta * ring, hermitian=True)
    s2 = beta * (P**2 - 1) / (12 * mass * P**2)
    assert np.allclose(np.diag(free_cov), s2, rtol=1e-8)
    s = math.sqrt(s2)
    smeared = V(grid[:, None] + s * nodes) @ weights
    lower = h * np.sum(np.exp(-beta * smeared))
    upper = h * np.sum(np.exp(-beta * V(grid)))
    actual = stats[P]["Z"] * math.sqrt(2 * math.pi * beta / mass)
    assert lower < actual < upper
    numerator = 0.0
    for c1j in free_cov[0]:
        u1 = s * nodes[:, None]
        uj = (c1j / s) * nodes[:, None] + math.sqrt(
            max(s2 - c1j**2 / s2, 0.0)) * nodes[None, :]
        x1 = grid[:, None, None] + u1 - uj
        inner = np.einsum("yab,a,b->y", (u1 * dV(x1))**2, weights, weights)
        numerator += h * np.sum(np.exp(-beta * V(grid)) * inner) / P
    bounds[P] = (lower, actual, upper, beta**2 * numerator / lower)
    assert stats[P]["W2"] < bounds[P][3]
assert close(bounds[64][3], bounds[256][3], 0.02)

# Two coupled harmonic coordinates with unequal masses: Gaussian traces.
masses2 = np.diag([900.0, 1500.0])
hess = np.array([[0.36, 0.10], [0.10, 0.50]])
var2 = {}
for P in (64, 128):
    eye = np.eye(P)
    ring = 2 * eye - np.roll(eye, 1, axis=0) - np.roll(eye, -1, axis=0)
    A = np.kron(ring, masses2 * P / beta)
    cov = np.linalg.inv(A + beta / P * np.kron(eye, hess))
    B = beta / P * np.kron(eye - np.ones((P, P)) / P, hess)
    AC, BC = A @ cov, B @ cov
    meanS, varS = np.trace(AC) / 2, np.trace(AC @ AC) / 2
    meanW, varW = np.trace(BC), 2 * np.trace(BC @ BC)
    assert close(2 * meanS + meanW, 2 * (P - 1), 1e-8)
    # for a quadratic potential DW = 2 W
    assert abs(varS - varW / 4 - ((P - 1) - meanW)) < 1e-7 * varS
    var2[P] = (varS / beta**2, varW / (4 * beta**2))
slope2 = (var2[128][0] - var2[64][0]) / 64
assert close(slope2, 2 / (2 * beta**2), 5e-3)
assert close(var2[128][1], var2[64][1], 2e-2)

# Printed results.
ry_J = constants.value("Rydberg constant times hc in J")
ry_eV = constants.value("Rydberg constant times hc in eV")
omega = math.sqrt(2 * k2 / mass)
print(f"mass = {mass:.0f} (units of 2 m_e), beta = {beta:.0f} 1/Ry")
print(f"temperature = {ry_J / (constants.k * beta):.1f} K")
print(f"V coefficients: {k2} Ry/bohr^2, {k3} Ry/bohr^3, {k4} Ry/bohr^4")
print(f"harmonic hbar*omega = {omega:.4f} Ry, beta*hbar*omega = {beta*omega:.2f}")
print(f"classical kinetic energy 1/(2 beta) = {1/(2*beta):.6f} Ry")
print(f"quantum kinetic energy (diagonalization) = {T_quantum:.7f} Ry"
      f" = {1000 * T_quantum * ry_eV:.3f} meV")
print("P, mean T_prim (Ry), mean T_cv (Ry), Var T_prim, Var T_cv (1e-6 Ry^2)")
for P in P_list:
    r = stats[P]
    print(f"{P:4d} {r['Tprim']:.7f} {r['Tcv']:.7f} "
          f"{1e6*r['Vprim']:10.4f} {1e6*r['Vcv']:8.4f}")
print("P, <W>, <DW>, Cov(S,W) (dimensionless), "
      "Var T_prim - P/(2 beta^2) (1e-6 Ry^2)")
for P in P_list:
    r = stats[P]
    print(f"{P:4d} {r['W']:.5f} {r['DW']:.5f} {r['cov']:.5f} "
          f"{1e6*(r['Vprim'] - P/(2*beta**2)):.4f}")
print(f"slope of Var T_prim, P=128 to 256: {1e6*slope:.5f} 1e-6 Ry^2 per bead")
print(f"predicted slope 1/(2 beta^2): {1e6/(2*beta**2):.5f} 1e-6 Ry^2 per bead")
print(f"T from mass derivative of ln Z, P=32: {T_mass:.7f} Ry")
print(f"error of mean at P=128, 256: {err128:.3e}, {err256:.3e} Ry;"
      f" ratio {err128/err256:.3f}")
print("independent configurations for 1% standard error: P, prim, cv, ratio")
for P in (16, 64, 256):
    r = stats[P]
    target = (0.01 * r["Tcv"])**2
    print(f"{P:4d} {r['Vprim']/target:.0f} {r['Vcv']/target:.0f} "
          f"{r['Vprim']/r['Vcv']:.2f}")
print("P, normalization: lower bound, value, upper bound (bohr); "
      "<W^2>, its bound")
for P in (16, 64, 256):
    lo, ac, up, bd = bounds[P]
    print(f"{P:4d} {lo:.3e} {ac:.3e} {up:.3e}  {stats[P]['W2']:.3f} {bd:.3e}")
print("two coupled coordinates: P, Var T_prim, Var T_cv (1e-6 Ry^2)")
for P in (64, 128):
    print(f"{P:4d} {1e6*var2[P][0]:.4f} {1e6*var2[P][1]:.4f}")
print(f"two-coordinate slope: {1e6*slope2:.5f} 1e-6 Ry^2 per bead")
print("all good")
```

It prints:

```
mass = 900 (units of 2 m_e), beta = 500 1/Ry
temperature = 315.8 K
V coefficients: 0.18 Ry/bohr^2, -0.3 Ry/bohr^3, 0.5 Ry/bohr^4
harmonic hbar*omega = 0.0200 Ry, beta*hbar*omega = 10.00
classical kinetic energy 1/(2 beta) = 0.001000 Ry
quantum kinetic energy (diagonalization) = 0.0054723 Ry = 74.454 meV
P, mean T_prim (Ry), mean T_cv (Ry), Var T_prim, Var T_cv (1e-6 Ry^2)
   4 0.0031576 0.0031576     0.4857   3.8071
   8 0.0044149 0.0044149     3.9688   5.1801
  16 0.0051192 0.0051192    16.8123   5.4438
  32 0.0053742 0.0053742    47.5194   5.4132
  64 0.0054470 0.0054470   111.1302   5.3873
 128 0.0054659 0.0054659   239.0272   5.3791
 256 0.0054707 0.0054707   495.0011   5.3769
P, <W>, <DW>, Cov(S,W) (dimensionless), Var T_prim - P/(2 beta^2) (1e-6 Ry^2)
   4 2.15759 5.00620 0.59954 -7.5143
   8 3.41491 8.38147 1.60070 -12.0312
  16 4.11920 10.39307 2.47464 -15.1877
  32 4.37416 11.14552 2.86615 -16.4806
  64 4.44696 11.36324 2.98796 -16.8698
 128 4.46588 11.42005 3.02050 -16.9728
 256 4.47066 11.43442 3.02878 -16.9989
slope of Var T_prim, P=128 to 256: 1.99980 1e-6 Ry^2 per bead
predicted slope 1/(2 beta^2): 2.00000 1e-6 Ry^2 per bead
T from mass derivative of ln Z, P=32: 0.0053742 Ry
error of mean at P=128, 256: -6.376e-06, -1.597e-06 Ry; ratio 3.992
independent configurations for 1% standard error: P, prim, cv, ratio
  16 6415 2077 3.09
  64 37456 1816 20.63
 256 165397 1797 92.06
P, normalization: lower bound, value, upper bound (bohr); <W^2>, its bound
  16 9.937e-04 1.152e-02 1.872e-01  22.412 1.450e+06
  64 9.704e-04 1.039e-02 1.872e-01  25.163 1.486e+06
 256 9.690e-04 1.031e-02 1.872e-01  25.364 1.488e+06
two coupled coordinates: P, Var T_prim, Var T_cv (1e-6 Ry^2)
  64 227.6585 5.5463
 128 483.5565 5.5260
two-coordinate slope: 3.99841 1e-6 Ry^2 per bead
all good
```
